# Why Defects in Bulk Metals Need No Charge-State Label

## Definitions and conventions

A defect sits in a periodic cell containing $N_s$ host sites. Its formation energy in charge state $q$ is

$$E_f(q)=A_D(N_D-q)-A_{\rm bulk}-\sum_s\Delta_s\mu_s+q\,\varepsilon_F .$$

Here $A_D(N)$ is the electronic free energy of the defect cell with $N$ electrons, which becomes the ground-state energy at zero temperature. $N_D$ is the electron number that makes the cell neutral, $\Delta_s$ is the number of atoms of species $s$ added to the host cell, and $\mu_s$ is their chemical potential. The charge $q$ counts removed electrons, so $q=-1$ means one electron added. The removed electrons go to a reservoir at the host Fermi level $\varepsilon_F$, which gives the last term its sign.

A charged periodic cell needs a uniform neutralizing background. With it, the cell average of the electrostatic potential is arbitrary and is set to zero in both the host and the defect cell. Energies such as $\varepsilon_F$ are measured from that zero.

The host is a three-dimensional, non-magnetic metal in equilibrium, described in mean field. The claim concerns fixed $q$ and growing $N_s$:

$$E_f(q)-E_f(0)\longrightarrow 0\quad\text{as }1/N_s .$$

In a finite cell an added electron generally does not cost the host Fermi energy precisely. The difference is calculated below.

## The cost of an electron is a Fermi level

Subtracting the neutral case removes the host energy and the atomic reservoirs:

$$E_f(q)-E_f(0)=A_D(N_D-q)-A_D(N_D)+q\,\varepsilon_F. \tag{1}$$

The question is therefore how $A_D$ depends on electron number. In the Hartree description used here,

$$A=\sum_j f_j\langle j|h_0|j\rangle+\frac12\sum_{ab}\rho_a v_{ab}\rho_b-TS,$$

where $f_j$ are the occupations, $h_0$ is the one-electron Hamiltonian without the electrostatic potential, and $\rho_a$ is the electron number on site $a$ minus the ionic charge there. The uniform background drops out because the zero-wavevector part of $v$ is removed, so $A$ has no further explicit dependence on $N$.

Change the electron number slightly. The orbitals are stationary, so their change contributes nothing at first order. A change of occupation contributes the self-consistent level $\varepsilon_j$, because differentiating the quadratic term gives the full electrostatic potential; the factor one half is cancelled by the two equal terms. Hence

$$dA=\sum_j\varepsilon_j\,df_j-T\,dS .$$

The entropy term is

$$-TS=k_BT\sum_j\left[f_j\ln f_j+(1-f_j)\ln(1-f_j)\right],$$

and its derivative with respect to $f_j$ is $k_BT\ln[f_j/(1-f_j)]$. For Fermi occupations at the cell's own Fermi level $\varepsilon_D$, this equals $\varepsilon_D-\varepsilon_j$. The level energies cancel:

$$dA=\sum_j\left[\varepsilon_j+(\varepsilon_D-\varepsilon_j)\right]df_j=\varepsilon_D\,dN,
\qquad \frac{dA_D}{dN}=\varepsilon_D(N). \tag{2}$$

If the ions relax at fixed cell shape, the forces vanish at the relaxed positions. Their displacement then adds nothing at first order, and (2) still holds.

Equation (2) contains the Fermi level of the *defect cell*. It remains to show that this approaches the Fermi level of the host.

## Why the two Fermi levels meet

Let $n(\varepsilon)$ be the number of electrons per site in the perfect host when its Fermi level is $\varepsilon$, and let $D=dn/d\varepsilon$ at $\varepsilon_F$ be the density of states per site, including spin and orbitals. Let the defect carry $Z$ extra units of ionic charge. Counting the charge gives

$$N_D-q=N_s n(\varepsilon_F)+Z-q. \tag{3}$$

The electrons can also be counted from the levels of the defect cell:

$$N_D-q=N_s n(\varepsilon_D)+\nu. \tag{4}$$

This defines $\nu$, the number of states that the defect displaces across the Fermi level, relative to a host whose mean potential is zero.

The essential point is that $\nu$ stays finite as the cell grows. Screening confines the defect potential, so that it consists of a local part with a finite sum $S$ over sites and a constant $V_\infty$ far away. The zero-mean condition fixes the constant:

$$S+N_sV_\infty=0,\qquad V_\infty=-\frac{S}{N_s}.$$

The local part displaces a finite number of states, $\nu_{\rm loc}$. The constant raises all host levels by $V_\infty$ and changes the count at fixed Fermi level by $-N_sDV_\infty=DS$, which is also finite. Thus $\nu=\nu_{\rm loc}+DS$ up to terms that vanish with size.

In a lattice of equivalent sites, the first-order part of $\nu_{\rm loc}$ is $-DS$, because every site has the same density of states. The two first-order terms cancel, and $\nu$ starts at second order in the potential. In a real crystal the density of states varies within the unit cell, so the cancellation need not be complete, but the remainder is still local and finite.

Equating (3) and (4) gives

$$N_s\left[n(\varepsilon_D)-n(\varepsilon_F)\right]=Z-q-\nu .$$

The right-hand side does not grow with the cell, so the bracket is small and may be expanded as $D(\varepsilon_D-\varepsilon_F)$:

$$\varepsilon_D-\varepsilon_F\simeq\frac{Z-q-\nu}{DN_s}. \tag{5}$$

A metal has a number of states near the Fermi level proportional to its size. A finite number of extra electrons therefore moves that level by an amount proportional to $1/N_s$. The expansion requires the shift to be small compared with the energy over which $D$ changes.

## The formation energy

Changing the charge from $0$ to $q$ means $dN=-dq'$. With (2) and (5), and with $\nu$ held at its neutral value because, for equivalent sites, its change with $q$ is itself of order $1/N_s$,

$$\begin{aligned}
A_D(N_D-q)-A_D(N_D)
&=-\int_0^q\left[\varepsilon_F+\frac{Z-\nu-q'}{DN_s}\right]dq'\\
&=-q\varepsilon_F-\frac{q(Z-\nu)}{DN_s}+\frac{q^2}{2DN_s}.
\end{aligned}$$

Insertion in (1) cancels $q\varepsilon_F$:

$$E_f(q)-E_f(0)\simeq\frac{-q(Z-\nu)+q^2/2}{DN_s}. \tag{6}$$

In a crystal whose density of states varies inside the unit cell, the added electrons and the uniform background do not match within each unit cell. The resulting potential is of order $q/N_s$ in every unit cell, and together these potentials change $\nu$ by a finite amount proportional to $q$. This alters the coefficient of $q^2$, but not the $1/N_s$ law.

For one added electron, $q=-1$, equation (6) reads

$$A_D(N_D+1)-A_D(N_D)\simeq\varepsilon_F+\frac{Z-\nu+\tfrac12}{DN_s}.$$

The perfect host is the limit $Z=\nu=0$. There the added electron costs $\varepsilon_F+1/(2DN_s)$, the small excess being the rise of the Fermi level while the electron is added.

The limit must be taken at fixed $q$. If the charge grows with the cell as $q=xN_s$, the quadratic term becomes $x^2N_s/(2D)$ and does not vanish. That describes charging the whole metal, not a defect.

### What the linear term means

The linear term in (6) can make a charged cell slightly lower in energy than the neutral one. This does not show that the defect prefers to be ionized. The term comes from using the cell-average potential as the common zero.

Far from a neutral defect the metal is locally neutral, so its Fermi level measured from the local potential is that of the host: $\varepsilon_D-V_\infty=\varepsilon_F$. Equation (5) at $q=0$ then gives $V_\infty=(Z-\nu)/(DN_s)$. If the reservoir level is aligned to the distant region, $\varepsilon_F$ is replaced by $\varepsilon_F+V_\infty$, which adds $qV_\infty$ to (6):

$$\left[E_f(q)-E_f(0)\right]_{\rm aligned}\simeq\frac{q^2}{2DN_s}. \tag{7}$$

The neutral cell is now lowest, and the remaining cost is that of filling or emptying host states. Both conventions have the same large-cell limit. Equation (7) holds when $V_\infty$ is taken from the Fermi level of the neutral defect cell, as $\varepsilon_D-\varepsilon_F$. The potential read at a single distant site is a poorer choice. Even at 216 sites it varies from site to site by an amount comparable with (7), which can reverse the sign of the small difference.

## How large the effect is

The worked example is a simple-cubic lattice with five identical orbitals per site and six electrons per site. The hopping energy is 0.9 eV and the site volume 0.014 nm³, which gives a site spacing of 0.241 nm. The defect has $Z=1$, like a neighbouring element on a host site. The electrons respond self-consistently through the long-range Hartree interaction. Fermi smearing is $k_BT=0.2$ eV, and all cell sizes use equivalent k meshes.

The host has $\varepsilon_F=0.6303$ eV on the k mesh used (0.6302 eV when the mesh is converged) and $D=1.588$ states/(eV site). The energy differences are:

| Sites | $E_f(+1)-E_f(0)$, meV | $E_f(-1)-E_f(0)$, meV |
|---:|---:|---:|
| 27 | −12.60 | 35.96 |
| 64 | −5.34 | 15.19 |
| 216 | −1.58 | 4.50 |

Multiplying the last column by the number of sites gives 971 or 972 meV in each row, as a $1/N_s$ law requires.

Equation (6) can be evaluated for 216 sites without using that cell's total energies. The inverse of $DN_s$ is

$$\frac{1}{1.5878\times216}\ \text{eV}=2.916\ \text{meV}.$$

The 64-site cell gives $\nu=-0.0436$, so $Z-\nu=1.0436$. Therefore

$$E_f(+1)-E_f(0)\simeq(-1.0436+0.5)\times2.916=-1.585\ \text{meV},$$

$$E_f(-1)-E_f(0)\simeq(1.0436+0.5)\times2.916=4.501\ \text{meV}.$$

The self-consistent total energies give −1.583 and 4.498 meV. The displaced count is −0.0416, −0.0436 and −0.0434 in the three cells, so it remains bounded over this range, as the argument needs.

Equation (2) is tested separately. At 216 sites, half the energy difference between the cells with one electron added and one removed is 0.63333 eV, equal to the neutral cell's Fermi level at the printed precision. That level lies 3.0 meV above the host's. The value of $\nu$ in this cell is obtained from the same level through (4), so the shift is not a further test of (5).

## Where the added electron goes

The extra ionic charge attracts a screening cloud. In the 216-site cell, the electron number on the defect site exceeds the host value by 0.9549, 0.9595 and 0.9641 for $q=+1$, $0$ and $-1$. The cloud is nearly the same for all three labels.

The electron added to the neutral cell places 0.00460 of itself on the defect site. A uniform spread would place $1/216=0.00463$ there. In the 27-site cell the corresponding values are 0.0368 and 0.0370.

States at the Fermi level of a metal extend through the whole cell, so the defect site would receive only a share of order $1/N_s$ even if the potential did not respond. Electrostatics then makes the spread nearly uniform. The added background charge is uniform, and an uneven electron distribution would leave regions of net charge. The resulting potential draws mobile electrons into positive regions and out of negative ones until little net charge remains. In a large metal cell, $q$ therefore describes a slight change in the filling of the whole host, not a different electronic state of the defect.

This does not make chemical valence meaningless. The substituted ion still has a different nuclear charge and its own screening cloud. These properties belong to the neutral calculation and are not selected by $q$.

## Why a gapped host is different

In a gapped host an added electron can occupy a localized level $E_d$. Let $q=+1$ denote the empty level and $q=0$ the level holding one electron. The neutral state has one more electron, while the positive state has paid $+E_F$ for sending that electron to the reservoir, where $E_F$ is the reservoir level within the gap. Thus

$$E_f(0)-E_f(+1)=E_d-E_F. \tag{8}$$

No factor $1/N_s$ appears, because the electron does not spread through the host.

For comparison, the same hopping lattice is given alternating site energies, with band edges at −3 and 3 eV, and a fixed attractive defect potential 3 eV deep. Electron interaction is switched off in this case, so the example shows only how a level in a gap can hold an added electron near the defect. It is not a full charged-insulator calculation. The infinite-lattice equation for the bound level gives $E_d=0.822$ eV. The added-electron cost is 0.811 eV with 64 sites and 0.816 eV with 216 sites, and about 0.80 of the electron sits on the defect site in both. In the larger cell, the remaining difference of 0.0065 eV from $E_d$ is the entropy term for one electron shared among ten equal states at the small smearing used here, $k_BT=0.002$ eV.

With $E_F=0$ at midgap, the two charge states differ by about 0.82 eV. The sign changes when $E_F$ passes $E_d$: above it the level is filled, below it empty. Here the label carries physical information.

## The model beside a real metal

The site volume, the electron count and the 10.8 eV band width are rough values in the regime of osmium. The cubic lattice and identical orbitals are not osmium's structure. The model's density of states is also high: a rough value for osmium is 0.6 states/(eV atom), against 1.59 here. With the rough value, the aligned cost (7) for 216 atoms and $|q|=1$ is 3.9 meV instead of 1.5 meV. This is the band-filling part only. In a real crystal the uneven density of states inside the unit cell changes the coefficient of $q^2$, as noted after (6), so the figure gives a size, not a prediction for osmium.

Local exchange, which the model leaves out, also affects the coefficient. Band filling contributes $1/D=0.630$ eV to the curvature multiplied by $N_s$. Exchange evaluated at the mean electron density contributes −0.594 eV, which nearly cancels it. The near cancellation depends on the model's high $D$: with the rough osmium value, $1/D$ is about 1.7 eV and exchange removes only about a third of it. Since d electrons are far from uniform, this is an estimate of size, not a corrected result. It shows that $D$ alone may not predict the meV-scale remainder in a calculation with exchange. The contribution still scales as $1/N_s$, so the large-cell conclusion stands.

Ionic relaxation can matter much more for the formation energy itself. Take the hopping to fall as the inverse fifth power of distance, and let the bulk modulus $B$ be roughly 400 GPa. The output lists a relaxation energy of 100 meV for the neutral defect. It uses only the bonds to the defect and sets the stiffness of one atom to $Ba$, where $a$ is the site spacing. That stiffness is too soft. In a cubic lattice of nearest-neighbour springs $K$, the bulk modulus is $K/(3a)$ and two springs hold an atom along each axis, so its stiffness is $2K=6Ba$. With this value, and with each neighbour's outward bond included, the relaxation energy is about 20 meV if only the six neighbours move. If farther atoms also move, it can approach twice that in a large crystal: the atoms beyond a neighbour shift along with it, so that mainly the spring to the defect resists.

The listed change of about 1.6 meV for $q=\pm1$ in the 216-site cell is too large for the same reason. Part of it also comes from the uniform change of filling, which pulls equally on both sides of a neighbour. The net band force with the stiffer springs gives a change of only 0.1 to 0.2 meV, small beside the electronic differences in the table. Ionic electrostatic forces are left out, so these are estimates of size only. Replacing the smearing by 300 K moves the host Fermi level by only about 0.2 meV. The converged values are 0.22 meV and $D=1.588$ states/(eV site); the 0.15 meV and 1.5812 in the output are limited by the k mesh. The displaced count is more sensitive to smearing: in the 27-site cell it goes from −0.042 to roughly −0.03 at $k_BT=0.08$ eV, a change of about 1% in $Z-\nu$.

A real isolated grain has no neutralizing background. A conducting sphere of radius $R$ costs $e^2/(8\pi\epsilon_0R)$ to charge with one electron: 144 meV at 5 nm and 0.144 meV at 5000 nm. This energy belongs to the grain as a whole and, at leading order, is also paid by a grain without the defect.

## What to do in a calculation

For an ordinary defect in a bulk metal, calculate the neutral cell and report one formation energy. Its own convergence with cell size, k mesh and relaxation must still be checked; agreement between charge labels does not establish it.

If charged cells are used as a diagnostic, keep the k sampling equivalent and state the potential reference. Sparse sampling can leave artificial gaps at the Fermi level and spoil the expansion in (5). Within this model, reducing the $q=-1$ difference to 1 meV with the cell-average reference requires

$$N_s\simeq\frac{1.543}{1.588\times0.001}\approx970.$$

With the reference aligned through $V_\infty=\varepsilon_D-\varepsilon_F$ of the neutral cell, the numerator is 0.5 and about 315 sites suffice. These counts apply to the stated $D$ and $Z$ and omit exchange and relaxation.

A difference that stays finite as the cell grows calls for examination. The host may have a gap, or the calculations may have reached different magnetic or structural solutions. Magnetic and strongly correlated defects lie outside the mean-field example and may need labels for spin or local configuration. A semimetal with very small $D$ needs larger cells, and if $D$ vanishes at the Fermi level, the linear expansion fails.

The numerical output below lists the values for each cell.

## Values computed for the example and the checks

```
site spacing: 0.2410 nm; hopping: 0.9 eV
band width: 10.8 eV; smearing kT: 0.2 eV
host electrons per site: 6; extra ion charge: 1 e
host Fermi level: 0.6303 eV
host density of states D: 1.5878 states/(eV site)
-- metal cell, 27 sites --
cost of one added electron: 0.66625 eV
defect-cell Fermi level, q=0: 0.65457 eV
central energy slope: 0.65457 eV
Ef(+1)-Ef(0): -12.602 meV
Ef(-1)-Ef(0): 35.961 meV
curvature: 23.359 meV; 1/(D Ns): 23.326 meV
displaced states nu: -0.0416
added electron on defect site: 0.03682 e; 1/Ns: 0.03704
-- metal cell, 64 sites --
cost of one added electron: 0.64548 eV
defect-cell Fermi level, q=0: 0.64056 eV
central energy slope: 0.64055 eV
Ef(+1)-Ef(0): -5.343 meV
Ef(-1)-Ef(0): 15.185 meV
curvature: 9.842 meV; 1/(D Ns): 9.841 meV
displaced states nu: -0.0436
added electron on defect site: 0.01553 e; 1/Ns: 0.01562
-- metal cell, 216 sites --
cost of one added electron: 0.63479 eV
defect-cell Fermi level, q=0: 0.63333 eV
central energy slope: 0.63333 eV
Ef(+1)-Ef(0): -1.583 meV
Ef(-1)-Ef(0): 4.498 meV
curvature: 2.915 meV; 1/(D Ns): 2.916 meV
displaced states nu: -0.0434
added electron on defect site: 0.00460 e; 1/Ns: 0.00463
-- prediction for 216 sites from nu at 64 sites --
predicted Ef(+1)-Ef(0): -1.585 meV
predicted Ef(-1)-Ef(0): 4.501 meV
screening electrons on defect site, q=+1,0,-1: 0.9549, 0.9595, 0.9641
-- gapped host, fixed defect potential --
band edges: -3.0, 3.0 eV; well depth: 3.0 eV
defect level, infinite lattice: 0.8221 eV
64 sites: added-electron cost 0.8105 eV, defect-site share 0.797
216 sites: added-electron cost 0.8156 eV, defect-site share 0.796
-- neglected effects --
curvature x Ns: band 0.630 eV, local exchange -0.594 eV
rough real D: 0.6 states/(eV atom); 1/(2 D Ns), 216 atoms: 3.86 meV
Fermi-level change, smearing to 300 K: 0.15 meV
D at 300 K: 1.5812 states/(eV site)
rough bulk modulus: 400 GPa
band-force relaxation energy, q=0: 100.40 meV
its change for q=+1, -1 (216 sites): -1.565, 1.582 meV
isolated grain, radius 5 nm: charging energy 143.996 meV
isolated grain, radius 5000 nm: charging energy 0.144 meV
```
